# Recoil shift and thermal width of the graphite carbon 1s line: a numerical check

```python
"""Recoil of a carbon atom that emits a 1s photoelectron.

Result under test: the energy taken up by the atom has
    mean      E_R = Q^2 / (2 M)
    variance  <(Q.P)^2> / M^2 = 4 E_R K
Q: photon momentum minus electron momentum;  M: atomic mass
P: momentum of the atom before emission;  K: mean kinetic energy along Q
Harmonic atom with quantum w: K = (w/4) coth(w / (2 kT)).
Energies are in eV and momenta in eV/c.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.stats import norm

ELECTRON = const.m_e * const.c**2 / const.e
CARBON = 12 * const.atomic_mass * const.c**2 / const.e
BOLTZMANN = const.k / const.e
BINDING = 280.0          # rough C 1s binding energy
PHOTON = 8000.0


def electron_momentum(kinetic):
    return np.sqrt(kinetic**2 + 2 * kinetic * ELECTRON)


def momentum_transfer(photon, angle_deg, binding=BINDING):
    """Vector Q; the photon travels along the first axis."""
    angle = np.radians(angle_deg)
    direction = np.array([np.cos(angle), np.sin(angle)])
    p = electron_momentum(photon - binding)
    return np.array([photon, 0.0]) - p * direction


def recoil_energy(photon, angle_deg, binding=BINDING):
    q = momentum_transfer(photon, angle_deg, binding)
    return q @ q / (2 * CARBON)


def conserved_loss(photon, angle_deg, atom_momentum):
    """Electron energy loss from full relativistic conservation laws."""
    angle = np.radians(angle_deg)
    direction = np.array([np.cos(angle), np.sin(angle)])
    ion_rest = CARBON - ELECTRON + BINDING
    start = np.sqrt(CARBON**2 + atom_momentum @ atom_momentum)

    def imbalance(kinetic):
        ion = (atom_momentum + np.array([photon, 0.0])
               - electron_momentum(kinetic) * direction)
        final = np.sqrt(ion_rest**2 + ion @ ion) + ELECTRON + kinetic
        return final - start - photon

    free = photon - BINDING
    return free - brentq(imbalance, free - 5, free + 5, xtol=1e-9)


def harmonic_kinetic(quantum, thermal):
    return quantum / 4 / np.tanh(quantum / (2 * thermal))


def kicked_atom(quantum, recoil, thermal, cubic=0.0, quartic=0.0, size=300):
    """Energy gains and probabilities after the kick exp(iQx/hbar).

    Also returns K and the ratio <P^4>/<P^2>^2 of the initial state.
    """
    lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    x = lower + lower.T
    difference = lower.T - lower
    p2 = -difference @ difference
    x2 = x @ x
    hamiltonian = quantum * (0.25 * (p2 + x2) + cubic * x @ x2
                             + quartic * x2 @ x2)
    levels, states = np.linalg.eigh(hamiltonian)
    weights = np.exp(-(levels - levels[0]) / thermal)
    keep = weights > 1e-13
    weights = weights[keep] / weights[keep].sum()
    initial = states[:, keep]
    x_values, x_vectors = np.linalg.eigh(x)
    phase = np.exp(1j * np.sqrt(recoil / quantum) * x_values)
    kicked = (x_vectors * phase) @ (x_vectors.T @ initial)
    probability = np.abs(states.T @ kicked)**2 * weights
    gain = levels[:, None] - levels[keep][None, :]
    second = np.sum(weights * np.sum(initial * (p2 @ initial), axis=0))
    fourth = np.sum(weights * np.sum((p2 @ initial)**2, axis=0))
    return (gain.ravel(), probability.ravel(), quantum * second / 4,
            fourth / second**2)


def mean_and_variance(gain, probability):
    mean = np.sum(gain * probability)
    return mean, np.sum((gain - mean)**2 * probability)


def sticks(gain, probability, quantum):
    """Collect a harmonic spectrum into lines at multiples of the quantum."""
    number = np.rint(gain / quantum).astype(int)
    low = number.min()
    strength = np.bincount(number - low, weights=probability)
    return (np.arange(len(strength)) + low) * quantum, strength


# Free atom: recoil plus Doppler term against exact conservation laws.
room = BOLTZMANN * 300
thermal_momentum = np.sqrt(CARBON * room)
for angle in (0, 60, 90, 180):
    for atom in (np.zeros(2), np.array([0.6, 0.8]) * thermal_momentum,
                 np.array([0.0, -1.0]) * thermal_momentum):
        q = momentum_transfer(PHOTON, angle)
        predicted = q @ q / (2 * CARBON) + q @ atom / CARBON
        assert abs(conserved_loss(PHOTON, angle, atom) - predicted) < 2e-4

shift = recoil_energy(PHOTON, 90)
assert round(shift, 2) == 0.36
binding_effect = abs(recoil_energy(PHOTON, 90, BINDING + 10) - shift)
assert binding_effect < 0.001

# Bound atom, anharmonic and lopsided well: mean and variance still hold.
gain, prob, kinetic, _ = kicked_atom(0.05, shift, room, 0.1, 0.05)
mean, variance = mean_and_variance(gain, prob)
assert abs(prob.sum() - 1) < 1e-9
assert abs(mean - shift) < 1e-6
assert abs(variance - 4 * shift * kinetic) < 1e-6
assert abs(kinetic / harmonic_kinetic(0.05, room) - 1) > 0.01

# Harmonic atom: widths from transition probabilities and from the formula.
SOFT, STIFF = 0.05, 0.15
temperatures = (1.0, 300.0, 1000.0)
widths = {}
for quantum in (SOFT, STIFF):
    for temperature in temperatures:
        thermal = BOLTZMANN * temperature
        gain, prob, kinetic, ratio = kicked_atom(quantum, shift, thermal)
        mean, variance = mean_and_variance(gain, prob)
        formula = 4 * shift * harmonic_kinetic(quantum, thermal)
        assert abs(mean - shift) < 1e-6
        assert abs(variance - formula) < 1e-6
        assert abs(ratio - 3) < 1e-6      # Gaussian momentum distribution
        widths[quantum, temperature] = np.sqrt(variance)

# Line shape: Gaussian for a slow vibration, skewed for a fast one.
SLOW = 0.01
INSTRUMENT = 0.10
energy_grid = np.arange(-0.6, 1.6, 0.0005)
deviation, peak = {}, {}
for quantum in (SLOW, SOFT, STIFF):
    gain, prob, _, _ = kicked_atom(quantum, shift, room, size=450)
    line, strength = sticks(gain, prob, quantum)
    mean, variance = mean_and_variance(line, strength)
    gaussian = norm.cdf(line + quantum / 2, shift, np.sqrt(variance))
    deviation[quantum] = np.max(np.abs(np.cumsum(strength) - gaussian))
    smooth = norm.pdf(energy_grid[:, None], line, INSTRUMENT) @ strength
    peak[quantum] = energy_grid[np.argmax(smooth)]
    if quantum == SLOW:
        assert abs(variance / (2 * shift * room) - 1) < 0.02
assert deviation[SLOW] < 0.005
assert deviation[SLOW] < deviation[SOFT] < deviation[STIFF]
assert peak[STIFF] < peak[SOFT] < shift
assert abs(peak[SLOW] - shift) < 0.003

fwhm_factor = 2 * np.sqrt(2 * np.log(2))
assert abs(norm.pdf(fwhm_factor / 2) / norm.pdf(0) - 0.5) < 1e-12

p = electron_momentum(PHOTON - BINDING)
q_size = np.linalg.norm(momentum_transfer(PHOTON, 90))
soft_photon = 1000.0
soft_shift = recoil_energy(soft_photon, 90)
print(f"photon energy: {PHOTON:.0f} eV")
print(f"rough C 1s binding energy (input): {BINDING:.0f} eV")
print(f"electron kinetic energy without recoil: {PHOTON - BINDING:.0f} eV")
print(f"electron rest energy: {ELECTRON:.0f} eV")
print(f"carbon-12 rest energy: {CARBON:.5e} eV")
print(f"mass ratio M/m: {CARBON / ELECTRON:.1f}")
print(f"electron momentum p: {p / 1000:.2f} keV/c")
print(f"photon momentum k: {PHOTON / 1000:.2f} keV/c")
print(f"momentum transfer Q at 90 deg: {q_size / 1000:.2f} keV/c")
print(f"recoil shift at 90 deg: {shift:.4f} eV")
print(f"same from exact conservation: "
      f"{conserved_loss(PHOTON, 90, np.zeros(2)):.4f} eV")
print(f"without photon momentum: {p**2 / (2 * CARBON):.4f} eV")
print(f"nonrelativistic, without photon momentum: "
      f"{(PHOTON - BINDING) * ELECTRON / CARBON:.4f} eV")
print(f"forward emission (0 deg): {recoil_energy(PHOTON, 0):.4f} eV")
print(f"backward emission (180 deg): {recoil_energy(PHOTON, 180):.4f} eV")
print(f"change if binding energy is 10 eV larger: {binding_effect:.5f} eV")
print(f"recoil shift for {soft_photon:.0f} eV photon: {soft_shift:.4f} eV")
print(f"shift of 8 keV line against that line: {shift - soft_shift:.4f} eV")
print(f"kT at 300 K: {room:.5f} eV")
speed = np.sqrt(room / CARBON) * const.c
print(f"classical rms atomic speed along Q, 300 K: {speed:.0f} m/s")
for temperature in temperatures[1:]:
    sigma = np.sqrt(2 * shift * BOLTZMANN * temperature)
    print(f"classical width, {temperature:.0f} K: rms {sigma:.4f} eV, "
          f"FWHM {fwhm_factor * sigma:.4f} eV")
for name, quantum in (("soft", SOFT), ("stiff", STIFF)):
    print(f"{name} axis, vibrational quantum: {quantum:.2f} eV")
    print(f"  mean kinetic energy along Q, 300 K: "
          f"{harmonic_kinetic(quantum, room):.5f} eV")
    for temperature in temperatures:
        print(f"  rms width at {temperature:.0f} K: "
              f"{widths[quantum, temperature]:.4f} eV")
    print(f"  Gaussian-equivalent FWHM at 300 K: "
          f"{fwhm_factor * widths[quantum, 300.0]:.4f} eV")
    print(f"  peak of smoothed line, 300 K: {peak[quantum]:.3f} eV")
    print(f"  largest cumulative deviation from Gaussian: "
          f"{deviation[quantum]:.4f} (no unit)")
print(f"instrument rms width used for peaks: {INSTRUMENT:.2f} eV")
print(f"slow test vibration, quantum: {SLOW:.2f} eV")
print(f"  peak of smoothed line, 300 K: {peak[SLOW]:.3f} eV")
print(f"  largest cumulative deviation from Gaussian: "
      f"{deviation[SLOW]:.4f} (no unit)")
print("all tests passed")
```

Running it gives:

```
photon energy: 8000 eV
rough C 1s binding energy (input): 280 eV
electron kinetic energy without recoil: 7720 eV
electron rest energy: 510999 eV
carbon-12 rest energy: 1.11779e+10 eV
mass ratio M/m: 21874.7
electron momentum p: 89.16 keV/c
photon momentum k: 8.00 keV/c
momentum transfer Q at 90 deg: 89.52 keV/c
recoil shift at 90 deg: 0.3584 eV
same from exact conservation: 0.3584 eV
without photon momentum: 0.3556 eV
nonrelativistic, without photon momentum: 0.3529 eV
forward emission (0 deg): 0.2946 eV
backward emission (180 deg): 0.4223 eV
change if binding energy is 10 eV larger: 0.00046 eV
recoil shift for 1000 eV photon: 0.0330 eV
shift of 8 keV line against that line: 0.3255 eV
kT at 300 K: 0.02585 eV
classical rms atomic speed along Q, 300 K: 456 m/s
classical width, 300 K: rms 0.1361 eV, FWHM 0.3206 eV
classical width, 1000 K: rms 0.2486 eV, FWHM 0.5853 eV
soft axis, vibrational quantum: 0.05 eV
  mean kinetic energy along Q, 300 K: 0.01672 eV
  rms width at 1 K: 0.1339 eV
  rms width at 300 K: 0.1549 eV
  rms width at 1000 K: 0.2520 eV
  Gaussian-equivalent FWHM at 300 K: 0.3647 eV
  peak of smoothed line, 300 K: 0.345 eV
  largest cumulative deviation from Gaussian: 0.0165 (no unit)
stiff axis, vibrational quantum: 0.15 eV
  mean kinetic energy along Q, 300 K: 0.03773 eV
  rms width at 1 K: 0.2319 eV
  rms width at 300 K: 0.2326 eV
  rms width at 1000 K: 0.2768 eV
  Gaussian-equivalent FWHM at 300 K: 0.5477 eV
  peak of smoothed line, 300 K: 0.294 eV
  largest cumulative deviation from Gaussian: 0.0437 (no unit)
instrument rms width used for peaks: 0.10 eV
slow test vibration, quantum: 0.01 eV
  peak of smoothed line, 300 K: 0.358 eV
  largest cumulative deviation from Gaussian: 0.0010 (no unit)
all tests passed
```
